Why anodic oxide thickness per volt varies slowly with current

**The decision**

A calculation of an anodizing step must turn a wanted oxide thickness into a forming voltage. The decision is whether one number, so many nanometres per volt, will serve at every current density, or whether the current must enter. For the barrier oxide on aluminium treated below, a tenfold rise in current, from 1 to 10 mA/cm², lowers the thickness per volt by about 8 % at fixed oxide temperature. One number therefore serves for a rough estimate, but a 2 % thickness tolerance needs the current as well.

Two separate facts produce this small change. The field depends on the logarithm of the current, and the working current lies many decades above a natural reference current. The logarithm alone would not be enough.

**Contribution 1: the field lowers one barrier and raises the other**

Let the oxide be compact, and let its growth be limited by one kind of ionic hop. An ion of charge q sits in a well. The saddle on either side is a distance a away and an energy W above it, so that a full jump covers 2a. Let N be the number of hopping ions per area in each layer and ν their attempt frequency. For now a, N and ν do not depend on the field.

A field E pointing forward changes the energy of an ion at displacement x by −qEx. The forward saddle, at x = a, falls by qaE relative to the well, and the backward saddle, at x = −a, rises by the same amount. With μ = qa, the barriers are W − μE and W + μE. The layers on both sides of a plane hold equal numbers of ions, so there is no diffusion current, and the net current density is

i = qNν {exp[−(W − μE)/kT] − exp[−(W + μE)/kT]}.

Define i00 = qNν and i0 = i00 exp(−W/kT). Taking out the common factor gives

i = i0 [exp(μE/kT) − exp(−μE/kT)] = 2 i0 sinh(μE/kT). (1)

This law has two limits. For μE ≪ kT, sinh z ≈ z, and

i ≈ 2 i0 μE/kT.

A tenfold current then needs a tenfold field, and the thickness per volt falls to a tenth. In this ohmic regime it is not even roughly constant.

For μE ≫ kT the backward term is smaller than the forward one by exp(−2μE/kT) and may be dropped:

i = i0 exp(μE/kT). (2)

Taking the logarithm and solving for the field gives

E = (kT/μ) ln(i/i0).

Since ln i0 = ln i00 − W/kT, this is also

E = [W − kT ln(i00/i)]/μ. (3)

The second form shows the mechanism. To carry a chosen current, the remaining barrier W − μE must equal kT ln(i00/i). The field supplies the rest of W.

If the oxide holds negligible net space charge, E is uniform and the voltage across the oxide is V = Ed. At fixed current and temperature (3) fixes E whatever the thickness d. The thickness per volt is then

α = d/V = 1/E,

the same for a thin film and a thick one.

**Contribution 2: the logarithm, and the distance from i0**

Write (3) at currents i and 10i and subtract:

ΔE = (kT/μ)[ln(10i/i0) − ln(i/i0)] = kT ln10/μ. (4)

This step is the same for every decade in the high-field regime. Its relative size is another matter. Let n = log₁₀(i/i0), so that ln(i/i0) = n ln10 and

E = n kT ln10/μ = n ΔE.

The field counts the decades between i0 and the working current. One more decade changes the count from n to n + 1, hence

α(10i)/α(i) = E(i)/E(10i) = n/(n + 1). (5)

The fractional fall of α is 1/(n + 1). It is small if n is large. Close to i0 the same mechanism gives a large change: solving the full law (1) at 10 i0 and 100 i0 gives a ratio of 0.502, so α halves in one decade.

For small changes, differentiate α = μ/[kT ln10 · n]. This gives dα/α = −dn/n, where dn is the change in log₁₀ i. It converts a thickness tolerance into a current tolerance.

**The numbers for aluminium**

The parameters are rough, chosen to lie in the regime of barrier oxide on aluminium: q = 3e, a = 0.30 nm, W = 1.40 eV, N = 10¹⁵ cm⁻² and ν = 10¹³ s⁻¹. Then μ = 0.90 e nm. At 298.15 K, kT = 0.02569 eV. The prefactor is

i00 = 3 × (1.602 × 10⁻¹⁹ C) × 10¹⁵ cm⁻² × 10¹³ s⁻¹ = 4.81 × 10⁹ A/cm²,

and i0 = i00 exp(−1.40/0.02569) = 1.04 × 10⁻¹⁴ A/cm².

At 1 mA/cm² the count is n = log₁₀(10⁻³/1.04 × 10⁻¹⁴) = 10.98. The step per decade is

ΔE = 0.02569 × 2.303/0.90 = 0.0657 V/nm = 0.657 MV/cm.

The field is their product, 7.22 MV/cm, and α = 1.385 nm/V. The three currents compare as follows:

0.1 mA/cm²: E = 6.56 MV/cm, α = 1.524 nm/V
1 mA/cm²: E = 7.22 MV/cm, α = 1.385 nm/V
10 mA/cm²: E = 7.88 MV/cm, α = 1.270 nm/V

At 100 V across the oxide these are films of 152, 139 and 127 nm. From 1 to 10 mA/cm² the field rises by 9.1 % and α falls by 8.3 %, both relative to their values at 1 mA/cm². From 1 down to 0.1 mA/cm², α rises by 10.0 %. The steps in α differ because α is the reciprocal of a field that changes by equal amounts.

At 1 mA/cm², μE/kT = 25.3, so the backward hops are weaker by exp(−50.6) and play no part. As a test, (1) was solved numerically for the field at the three currents; the results agree with (3) to within two parts in 10⁸.

A 2 % tolerance on α allows dn = 0.02 × 10.98 = 0.22, which is a factor of about 1.7 in current.

**Contribution 3: the shape of the barrier**

The fixed distance a is an assumption about shape. In a smooth potential U(x), the field moves both the well x_w and the saddle x_s. With F = qE the barrier is

B = U(x_s) − U(x_w) − F(x_s − x_w).

Differentiate with respect to F, allowing both points to move:

dB/dF = −(x_s − x_w) + [U′(x_s) − F] dx_s/dF − [U′(x_w) − F] dx_w/dF.

Both brackets vanish, since the tilted potential is stationary at a well and at a saddle. So dB/dF = −(x_s − x_w). With a constant prefactor, ln i = ln i00 − B/kT, and the local field change per decade is

dE/d(log₁₀ i) = kT ln10/[q(x_s − x_w)]. (6)

Equation (4) is the case x_s − x_w = a. For the cosine potential U = (W/2)[1 − cos(πx/a)], the stationary points obey

(πW/2a) sin(πx/a) = qE.

Define θ by sin θ = 2μE/(πW). The well lies at x_w = aθ/π and the saddle at x_s = a − aθ/π. Their separation is a(1 − 2θ/π), and since cos(π − θ) = −cos θ, the barrier is

B = W cos θ − μE(1 − 2θ/π).

The well and saddle approach each other as the field rises, so each further increment of field lowers the barrier less. With W, μ and i00 held at the values above, the field at 1 mA/cm² becomes 8.08 MV/cm, and the separation is 0.786 a. Equation (6) gives a local step of 0.657/0.786 = 0.84 MV/cm. The full step from 1 to 10 mA/cm² is 0.85 MV/cm, slightly larger because the separation keeps shrinking. The thickness per volt is 1.24 nm/V and falls by 9.5 % over that decade. The shape thus changes α itself by about a tenth, but its fractional change per decade by about one percentage point.

**Contribution 4: the prefactor**

The attempt rate may also depend on field. An ion that drifts with strong friction gives a definite case. With φ the tilted potential energy, p the probability density and D the diffusion coefficient, the steady flux is

J = −D[p′ + pφ′/kT] = −D exp(−φ/kT) d/dx[p exp(φ/kT)].

Multiply by exp(φ/kT) and integrate from one well to the next. Near the starting well p = exp(−φ/kT)/Z, where Z is the integral of exp(−φ/kT) over that well. Neglecting the return flux,

J = D/[Z ∫ exp(φ/kT) dx],

where the remaining integral is dominated by the saddle.

For a sawtooth potential with straight sides of slope ±W/a, the saddle stays at distance a. Write g = μE. The tilted slopes beside each corner are (W − g)/a and (W + g)/a. Measured from the energy at its corner, each integral is a sum of two exponential tails:

kT a[1/(W − g) + 1/(W + g)] = 2aWkT/(W² − g²).

The corner energies supply the factor exp[−(W − g)/kT]. Thus J varies as (W² − g²)² exp(g/kT), and

d(ln J)/dg = 1/kT − 4g/(W² − g²).

At g = 0.650 eV the second term is 1.69 eV⁻¹. Multiplied by kT it is 0.043, which leaves 0.957 for the slope times kT. The exact drift current, found by numerical integration over the periodic potential, gives 0.9566. In this friction model the local field step per decade at 1 mA/cm² is therefore larger than (4) by a factor 1/0.957, or by 4.5 %.

For the cosine potential at its own field for 1 mA/cm², the exact slope times kT is 0.781, against 0.786 from the well-to-saddle distance alone. There the prefactor matters by less than 1 %. The same drift calculation confirms the ohmic limit: raising μE/kT from 0.001 to 0.01 raises the current by a factor of 10.000.

**Contribution 5: time at constant voltage**

A forming step often ends with a hold at constant voltage. Growth continues, so the field V/d falls and the current decays. The thickness per volt then belongs to the final current, not to the current at which the hold began.

Let κ be the oxide volume made per charge. Each Al₂O₃ unit needs six elementary charges. If all the current forms oxide, and none dissolves, a molar mass of 101.96 g/mol and a rough density of 3.1 g/cm³ give

κ = 101.96/(3.1 × 6 × 96485) cm³/C = 568 nm/(C/cm²).

At 1 mA/cm² the film reaches 138.5 nm, and so 100 V, in 138.5/0.568 = 244 s.

Take the oxide temperature as fixed. During the hold, dd/dt = κi and E = V/d, so

dE/dt = −(V/d²) κi = −κE²i/V.

From (2), (1/i) di/dt = (μ/kT) dE/dt. Inserting dE/dt and dividing by −i gives

d(1/i)/dt = μκE²/(kTV). (7)

While the current falls from 1 to 0.1 mA/cm², 1/i rises by 9000 cm²/A and E falls from 7.22 to 6.56 MV/cm. Putting the larger and then the smaller field into (7) bounds the time between 87 and 105 s. Numerical integration gives 99 s. The film ends at 152 nm, the same thickness that growth at 0.1 mA/cm² would give at 100 V. The hold thus adds 10 % to the thickness it began with, and takes 40 % as long as the growth before it.

**Contribution 6: temperature**

At fixed current and fixed i00, (3) gives

dE/dT = −(k/μ) ln(i00/i).

A warmer oxide needs less help from the field. At 1 mA/cm² the slope is −0.028 MV/cm per kelvin, so a warming of 23.5 K lowers the field as much as a fall in current from 1 to 0.1 mA/cm² would.

Heating links the two variables. In a steady state, with all the electrical power iV leaving through a surface with heat-transfer coefficient h, the temperature rise is iV/h. Take h = 0.1 W/(cm² K), a rough value for a stirred bath. At 100 V the rise is

0.001 × 100/0.1 = 1 K at 1 mA/cm², and 10 K at 10 mA/cm².

The field at the higher current drops by about 0.26 MV/cm and that at the lower current by 0.03 MV/cm. The difference between the two currents shrinks from 0.657 to 0.428 MV/cm, and α now falls by 5.6 % instead of 8.3 %. For this h and this voltage, heating changes the fractional result more than the barrier shape or the prefactor does. These figures need a thermal steady state, which thin foil reaches but thick metal does not, since growth to 100 V at 10 mA/cm² lasts only about 23 s. With 5 mm of aluminium behind each cooled face the rise reaches about 5.5 K and α falls by about 7 %. A comparison of currents at fixed bath temperature is not a comparison at fixed oxide temperature.

**Contribution 7: space charge**

By Gauss's law, a net charge σ per area within the film changes the field from one face to the other by σ/(ε₀ε_r). With a rough ε_r = 9, the charge that changes the field by one decade step is

σ = ε₀ε_r ΔE = 0.52 µC/cm².

One layer of hopping ions carries 3e × 10¹⁵ cm⁻², or 481 µC/cm². The whole film must therefore be neutral to well within 0.1 % of one such layer for the uniform-field result to hold at this level. The hopping model does not say whether it is. As an illustration, a uniform net charge density ρ would give

V = E_in d + ρd²/(2ε₀ε_r),

with E_in the field at the face where the ions enter. If the current fixes E_in, voltage against thickness is then curved, and α depends on thickness. A steady current would also require the number of hopping ions per layer to vary with depth, since the field does.

**Contribution 8: electrons and breakdown**

Electrons that tunnel into the oxide carry current without forming oxide. Let φ_b be the barrier they meet and m their mass in the oxide. The barrier at depth x is φ_b − eEx, and the tunnelling exponent is

S = (2/ħ) ∫ √[2m(φ_b − eEx)] dx = 4√(2m) φ_b^(3/2)/(3ħeE),

with the integral running from 0 to φ_b/(eE). Assume that the energy of motion normal to the interface is conserved, which is only approximate when the masses in metal and oxide differ. An electron whose normal energy lies u below the Fermi level then meets the barrier φ_b + u. To first order its exponent is S + u/δ, where 1/δ = dS/dφ_b = 2√(2mφ_b)/(ħeE). A free-electron metal of mass m₀ supplies m₀u du/(2π²ħ³) electrons per area and time in the interval du of normal energy, at low temperature. Since ∫ u exp(−u/δ) du = δ², the current density is

J = e m₀δ² exp(−S)/(2π²ħ³) = [e³E²m₀/(16π²ħmφ_b)] exp(−S).

For rough values φ_b = 3 eV and m = 0.4 m₀, this gives 0.002 mA/cm² at the field for 1 mA/cm², and 0.033 mA/cm² at the field for 10 mA/cm². These are 0.2 % and 0.3 % of the ionic current. At 298 K the thermal spread of electron energies raises them by about a third and about a quarter respectively, and through the logarithm they still barely move the field. The estimate depends strongly on φ_b: with 2.5 eV instead of 3 eV, the tunnel current would be several times the ionic current. It is as sensitive to the mass: with 3 eV and m = 0.3 m₀ it would be about a fifth of the ionic current at 298 K. Image-force lowering of the barrier, neglected above, would raise the share to about 2 to 3 % for an optical permittivity of 3. At the higher fields of the cosine barrier the share is about 9 % at 1 mA/cm² and 14 % at 10 mA/cm². It also assumes a metal-like supply of electrons, which an electrolyte generally does not match.

Breakdown is closer. With a rough breakdown field of 10 MV/cm, the margin at 1 mA/cm² is (10 − 7.22)/0.657 = 4.2 decades of current. For the cosine barrier it is at most (10 − 8.08)/0.85 = 2.3 decades. This compares fields and does not predict a safe current, since breakdown in a cell also depends on the solution and the thickness.

**Contribution 9: voltage outside the oxide**

The voltage V above is the drop across the film. With a rough electrolyte resistance of 100 Ω cm², the solution takes 0.1 V at 1 mA/cm² and 1.0 V at 10 mA/cm². At 100 V applied, this makes the film at the higher current a further 0.9 % thinner, in the same direction as the main effect. A fixed interface voltage of roughly 2 V shifts both thicknesses by 2 % and leaves their ratio unchanged.

**The model beside real aluminium oxide**

Amorphous barrier oxide on aluminium has a thickness per volt of roughly 1.2 to 1.4 nm/V, and both barrier shapes give values in or near that range. In the real oxide both aluminium and oxygen ions move, so the parameters of the single hop are effective values for the combined current. The distance a = 0.30 nm is far from a typical geometric value: half a jump between neighbouring sites would be nearer 0.15 nm. It is an effective length that absorbs any enhancement of the local field, and the choice matters. If a is halved with W fixed, (3) doubles both E and ΔE and leaves the fractional change the same, but the field of 14.4 MV/cm would then exceed the breakdown field assumed above. If W is instead reduced to keep E = 7.22 MV/cm, then n = μE/(kT ln10) halves to 5.5, and the fall of α per decade grows from 8 % to 15 %. A known field therefore does not settle the sensitivity to current; μ must be known too. The oxide temperature also need not stay fixed when the current changes; for the cooling assumed here and 100 V across the oxide, heating reduces the 8.3 % to 5.6 %. In acids that dissolve the oxide and make it porous, total thickness is no longer V/E, and the rule does not apply to it.

**Weighing the contributions**

For the decision at the start, the field step of 0.66 MV/cm per decade sets the scale. Barrier shape and prefactor raise it, by up to about 30 % in the cases treated, while heating, at 100 V and with the assumed cooling, lowers the apparent step by about a third. Electron tunnelling is small for the assumed tunnel barrier and mass at the fields of the fixed-distance model, though modest changes in either make it important, and space charge remains undetermined by the model. A quoted thickness per volt should thus name the final current and the oxide temperature. It applies to the voltage across the oxide, in a film that is compact, nearly neutral and not dissolving. The main computed values are collected in the numerical output below.

Computed values

```
Temperature: 298.15 K; kT: 0.02569 eV
Ion charge number: 3
Effective well-to-saddle distance: 0.30 nm
mu = charge number * distance: 0.90 e nm
Zero-field barrier W: 1.40 eV
Hopping ions per area: 1.0e+15 cm^-2
Attempt frequency: 1.0e+13 s^-1
Prefactor i00: 4.807e+09 A/cm2; i0: 1.040e-14 A/cm2
i = 0.1 mA/cm2: field 6.562 MV/cm, 1/E 1.524 nm/V,
   decades above i0 9.98, thickness at 100 V 152.4 nm
i = 1.0 mA/cm2: field 7.219 MV/cm, 1/E 1.385 nm/V,
   decades above i0 10.98, thickness at 100 V 138.5 nm
i = 10.0 mA/cm2: field 7.877 MV/cm, 1/E 1.270 nm/V,
   decades above i0 11.98, thickness at 100 V 127.0 nm
Field change per current decade: 0.657 MV/cm
mu E/kT at 1 mA/cm2: 25.29; mu E: 0.650 eV
Field change, 1 to 10 mA/cm2: 9.10 %
1/E change, 1 to 10 mA/cm2: -8.35 %
1/E change, 1 to 0.1 mA/cm2: 10.02 %
1/E ratio from 10 i0 to 100 i0: 0.502
Low field: current ratio for tenfold field: 10.000
Sawtooth: exact log-current slope times kT: 0.9566
Cosine: exact log-current slope times kT: 0.7810
Cosine: well-to-saddle distance factor: 0.7855
Cosine: field at 1 mA/cm2: 8.077 MV/cm
Cosine: field change, 1 to 10 mA/cm2: 0.850 MV/cm
Cosine: 1/E at 1 mA/cm2: 1.238 nm/V
Cosine: 1/E change, 1 to 10 mA/cm2: -9.52 %
Oxide molar mass: 101.96 g/mol; density (rough): 3.1 g/cm3
Oxide thickness per charge: 568.1 nm/(C/cm2)
Growth time to 100 V at 1 mA/cm2: 243.8 s
Hold at 100 V, time from 1 to 0.1 mA/cm2: 98.7 s
   bounds: 86.8 and 105.0 s
   thickness at end of hold: 152.4 nm
Field change with temperature, 1 mA/cm2: -0.0280 MV/cm/K
Warming that offsets one decade: 23.5 K
Heat transfer (rough): 0.1 W/(cm2 K)
Warming at 100 V: 1.0 K at 1 mA/cm2, 10.0 K at 10 mA/cm2
Field change, 1 to 10 mA/cm2, with heating: 0.428 MV/cm
Relative permittivity (rough): 9.0
Space charge equal to one decade step: 0.524 uC/cm2
Tunnel barrier (rough): 3.0 eV; mass: 0.4 m_e
Tunnel current at 1 mA/cm2 field: 2.10e-03 mA/cm2
Tunnel current at 10 mA/cm2 field: 3.34e-02 mA/cm2
Breakdown field (rough): 10.0 MV/cm
Current decades from 1 mA/cm2 to that field: 4.23
Electrolyte resistance (rough): 100 ohm cm2
Electrolyte drop: 0.1 V at 1 mA/cm2, 1.0 V at 10 mA/cm2
Interface offset (rough): 2.0 V, 2.0 % of 100 V
```
